# Mott Variable-Range Hopping in Three Dimensions: The Exponent One Quarter, part 2

We seek the low-field resistivity $\rho$ of a solid whose electron states, with envelopes $e^{-r/\xi}$, are localized at random, independent positions in three dimensions. Here $\xi$ is the localization length, $g$ the constant density of states per unit volume and energy, $k$ Boltzmann's constant and $T$ the temperature. Energies are measured from the Fermi level. Each site holds at most one electron, spin is not counted separately, and interactions are left out until the end.

An upward hop over the distance $R$ with the energy $W$ has a rate proportional to $e^{-\eta}$, with the cost
$$
\eta=\frac{2R}{\xi}+\frac{W}{kT}.
$$
The one-state criterion $gVW=1$, with $V=4\pi R^3/3$, gives the mean lowest energy in a sphere, $W(R)=3/(4\pi gR^3)$. Minimizing the cost then gives
$$
\rho=\rho_0\exp\left[\left(\frac{T_0}{T}\right)^{1/4}\right],\qquad kT_0=\frac{512}{9\pi}\,\frac{1}{g\xi^3},
$$
$$
R=\frac{3\xi}{8}\left(\frac{T_0}{T}\right)^{1/4},\qquad W=\frac{kT}{4}\left(\frac{T_0}{T}\right)^{1/4}.
$$
The coefficient is $512/(9\pi)=18.11$, and $\rho_0$ may vary as a power of $T$.

The example models damaged silicon with $\xi=1$ nm, $g=0.01\ {\rm eV^{-1}\,nm^{-3}}$ and a band reaching 0.30 eV on each side of the Fermi level. At 10, 40 and 160 K, $R$ is 14.28, 10.10 and 7.14 nm, $W$ is 8.20, 23.20 and 65.62 meV, and $\eta$ is 38.07, 26.92 and 19.04.

Alternatively, one counts all sites that can be reached below a cost $\eta$. Their mean number is $N=c\eta^4$ with $c=\pi gkT\xi^3/24$, and $N=1$ gives the coefficient $24/\pi\approx7.64$ in place of 18.11. No site is available below $\eta$ with probability $e^{-N(\eta)}$. With $u=c\eta^4$ and the gamma function $\Gamma(x)$, the mean cost of the best single hop is
$$
\langle\eta_{\min}\rangle=\int_0^\infty e^{-c\eta^4}d\eta
=\frac{c^{-1/4}}{4}\int_0^\infty u^{-3/4}e^{-u}du
=\Gamma\!\left(\tfrac54\right)\left(\frac{24}{\pi gkT\xi^3}\right)^{1/4}.
$$

The last step uses $\tfrac14\Gamma(\tfrac14)=\Gamma(\tfrac54)$. For the example at 10 K the formula gives 27.81, and a direct search among randomly placed sites gives 27.76. At 160 K the values are 13.91 and 13.86. The mean lowest energy in a fixed sphere was sampled too: for a radius of 14 nm the result is 8.96 meV against 8.70 meV from the formula. The difference of 3 per cent is about twice the standard error of that sample.

The best single hop does not determine the resistance. Two sites that are close in both space and energy exchange an electron rapidly, but this carries no current across the sample. What matters is how costly the hops must become before they form a connected path from one contact to the other.

This requires the cost for a pair of sites with arbitrary energies $E_i$ and $E_j$. In equilibrium a transition from $i$ to $j$ needs an electron on $i$ and a vacancy on $j$. Let $f_i=1/(e^{E_i/kT}+1)$ be the occupation and let $D=E_j-E_i$. For one-phonon hops the equilibrium transition rate is

$$
\Gamma_{ij}=\gamma\,e^{-2r_{ij}/\xi}f_i(1-f_j)\,\nu(D),\qquad
\nu(D)=\frac{1}{|e^{D/kT}-1|}.
$$

For $D>0$ the factor $\nu$ is the phonon number and describes absorption. For $D<0$ it equals the phonon number at energy $|D|$ plus one and describes emission. The factor $\gamma$ contains the phonon coupling and is assumed to vary slowly. For the silicon example this assumption is crude. An acoustic phonon of energy $|D|$ has the wave number $q=|D|/\hbar s$, and its coupling to an envelope $e^{-r/\xi}$ carries the factor $[1+(q\xi/2)^2]^{-4}$. With a sound velocity $s\approx8.4$ km/s and $\xi=1$ nm this factor is about 0.17 at 8.2 meV and about $10^{-3}$ at 23 meV. The dependence is a power, so the leading exponent survives, but it is a steep power and not small beside the change of $\eta$ by 11 between 10 K and 40 K. The one-phonon form has a further limit, because there are no phonons in silicon above about 64 meV. At 160 K the optimal hop energy of the example already exceeds this value, and such hops need several phonons. Detailed balance still relates the upward and downward rates, but the emission rate may then depend strongly on the energy difference. Its slow variation is an assumption of the model there.

In equilibrium the opposite transitions balance. A small voltage gives the sites slightly different electrochemical potentials $\mu_i$ and $\mu_j$. The ratio of the two rates then becomes $e^{(\mu_i-\mu_j)/kT}$, and to first order the net flow is $\Gamma_{ij}(\mu_i-\mu_j)/kT$. Multiplication by the charge $e$, and division by the voltage $(\mu_i-\mu_j)/e$, gives the conductance of the pair,

$$
G_{ij}=\frac{e^2\Gamma_{ij}}{kT}.
$$

The solid thus behaves as a network of resistors. The linear form requires that $|\mu_i-\mu_j|$ be small compared with $kT$ for the pairs that control the current. Since the voltage falls mainly across the most resistive links of a path, this difference can be several times the energy that the average field would supply along one hop.

When both energies and their difference are large in magnitude compared with $kT$, the three statistical factors simplify. Let $a=E_i/kT$ and $b=E_j/kT$. Then $-\ln f_i$ is close to $\max(a,0)$, $-\ln(1-f_j)$ is close to $\max(-b,0)$, and $-\ln\nu$ is close to $\max(b-a,0)$. With $\max(x,0)=(x+|x|)/2$ the sum is

$$
\frac{a+|a|}{2}+\frac{|b|-b}{2}+\frac{b-a+|b-a|}{2}
=\frac{|a|+|b|+|a-b|}{2},
$$

since the terms without absolute values cancel. The cost of the pair is therefore

$$
\eta_{ij}=\frac{2r_{ij}}{\xi}+\frac{|E_i|+|E_j|+|E_i-E_j|}{2kT}.
$$

In a test on random pairs whose energies differ by more than $kT$, the largest error of the simplified exponent was 0.69. This is small beside costs of 20 to 40 and belongs to the prefactor.

The energy part has a simple meaning. If both sites lie on the same side of the Fermi level, half the sum of the three absolute values equals the larger of $|E_i|$ and $|E_j|$. If they lie on opposite sides, it equals $|E_i-E_j|$. A pair whose cost is at most $\eta$ thus has both energies within $\eta kT$ of the Fermi level and a separation of at most $\eta\xi/2$.

The conductances $G_{ij}\propto e^{-\eta_{ij}}$ extend over many powers of ten. Imagine that the resistors are inserted in order of increasing cost. At first they form isolated clusters. At a threshold $\eta_c$ a connected path joins the contacts for the first time. Resistors with a cost well below $\eta_c$ act almost as short circuits by comparison. Those with a cost well above it carry little current, because a better path exists. The resistance is controlled by the costliest links of that first path, so to leading order in the exponent

$$
\rho\sim e^{\eta_c}.
$$

The temperature dependence of $\eta_c$ follows from a change of units. For a trial cost $\eta$, measure distances in units of $\eta\xi/2$ and energies in units of $\eta kT$, so that $s_{ij}=2r_{ij}/(\eta\xi)$ and $\varepsilon_i=E_i/(\eta kT)$. The condition $\eta_{ij}\le\eta$ becomes

$$
s_{ij}+\frac{|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|}{2}\le1.
$$

This condition contains no material parameter and no temperature. The number of sites per unit of scaled volume and scaled energy is

$$
n=g\left(\frac{\eta\xi}{2}\right)^3\eta kT=\frac{gkT\xi^3\eta^4}{8}.
$$

For a large sample and a band that covers all energies within $\eta kT$, the density $n$ is the sole remaining parameter. Connection across the sample therefore sets in at a fixed number $n_c$, and

$$
\eta_c=\left(\frac{8n_c}{gkT\xi^3}\right)^{1/4}.
$$

The power $1/4$ is thus recovered without assigning a typical energy to each distance. The optimization of a single hop finds the correct power because it contains the same combination $gkT\xi^3\eta^4$. It cannot establish the coefficient $8n_c$, which depends on how random links join into a path.

This coefficient was estimated by placing sites at random in a cube of side 160 nm, with the parameters of the example, and finding the threshold between two opposite faces. A site at the distance $x$ from a face was coupled to that contact at the cost $2x/\xi+|E|/kT$. The mean thresholds of six samples are 38.22 at 10 K, 26.79 at 40 K and 18.87 at 160 K. A fit over five temperatures gives the power 0.255, where the test allowed a deviation of 0.02 from $1/4$ for the finite box and the small number of samples.

The corresponding coefficients $\eta_c^4gkT\xi^3$ lie between 17.5 and 18.9. They are close to 18.11, but nothing derived here requires this agreement. An error of 1 per cent in the threshold becomes 4 per cent in the coefficient, and at 10 K the box is just eight times as long as the longest permitted link. The values are therefore estimates for this box and these contacts, not a precise limit for an infinite sample.

The coefficient matters when data are interpreted. The slope of $\ln\rho$ against $T^{-1/4}$ is $T_0^{1/4}$, and $T_0$ determines the product $g\xi^3$, not $g$ and $\xi$ separately. If $g$ is known from elsewhere, $\xi$ varies as the cube root of the assumed coefficient. Using 7.64 instead of 18.11 would lower the inferred $\xi$ by about 25 per cent.

The prefactor can also disturb the measured power. Suppose that $\rho_0\propto T^m$. The logarithmic slope is then

$$
w=-\frac{d\ln\rho}{d\ln T}=\frac{\eta}{4}-m,
$$

where $\eta=(T_0/T)^{1/4}$. If $m$ is ignored, the power read from the slope of $\ln w$ against $\ln T$ is

$$
p=-\frac{d\ln w}{d\ln T}=\frac{\eta/16}{\eta/4-m}=\frac14\,\frac{1}{1-4m/\eta}.
$$

At 40 K in the example, $m=1/2$ would give $p\approx0.27$ and $m=-1/2$ would give $p\approx0.23$. A steeper prefactor, such as the phonon coupling can produce, shifts the power much more: $m=3$ would give $p\approx0.45$. The deviation disappears as $\eta$ grows, which is the sense in which the law describes a leading exponent.

At high temperature the law ends when the band is no longer wide enough. The network uses energies up to about $\eta kT$, which grows as $T^{3/4}$. With the cost from the one-state criterion it reaches the band edge at 0.30 eV when $T\approx191$ K. Up to this temperature the band edge has no influence on the network. Just above it the influence is still weak, because a site with an energy near $\eta kT$ can be linked only over a very short distance, and few links are lost when such sites are missing. The law therefore need not fail as soon as $\eta kT$ passes the band edge. A second condition is that the optimal distance exceed the mean site spacing. The band holds $0.0060$ sites per ${\rm nm^3}$, which corresponds to a spacing of 5.50 nm, and the formula for $R$ would reach this value at 453 K. Both conditions are met below 191 K, and no sharp change is to be expected at that temperature. Once hops take place over a fixed distance with a fixed energy, $\eta=2R/\xi+W/kT$ gives an Arrhenius law with constant activation energy.

At low temperature the Coulomb interaction sets the limit. Moving an electron from a filled site to an empty site at the distance $r$ leaves a positive charge behind, and the attraction lowers the energy of the final state by $C/r$, with

$$
C=\frac{e^2}{4\pi\varepsilon_0\kappa}.
$$

Here $\varepsilon_0$ is the vacuum permittivity and $\kappa$ the relative permittivity. In the ground state no such move may lower the total energy, so $E_j-E_i-C/r\ge0$. Filled and empty states within an energy of order $\Delta$ of the Fermi level must therefore be at least about $C/\Delta$ apart. A constant density $g$ is compatible with this as long as a volume $(C/\Delta)^3$ contains no more than about one such state. The limit is reached at

$$
g\Delta\left(\frac{C}{\Delta}\right)^3=1,\qquad \Delta=\sqrt{gC^3}.
$$

Numerical factors of order one have been dropped. For $\kappa=12$, a round value appropriate to silicon, $C=0.120$ eV nm and $\Delta\approx4.2$ meV. The hop energy $W$ falls to this value at about 4 K. The change is gradual, and at 10 K the hop energy of 8.20 meV is just twice the estimated gap, so the constant density of states is already a rough approximation there. The attraction $C/R$, which was left out of the hop energy, is 8.40 meV at 10 K and thus as large as $W$. At 40 K it is 11.9 meV, about half of $W$. The exponents calculated for the example are therefore those of a model without interactions.

Inside the gap the same argument allows about $(E/C)^3$ states per unit volume within an energy $E$ of the Fermi level. If this limit is reached, the density of states is proportional to $E^2$. Write it as $hE^2$. The one-state criterion becomes

$$
\frac{4\pi R^3}{3}\int_0^W hE^2\,dE=\frac{4\pi hR^3W^3}{9}=1,
$$

so that $W=A/R$ with $A=(9/4\pi h)^{1/3}$. The cost $2R/\xi+A/(RkT)$ has its minimum at $R^2=A\xi/(2kT)$, where both parts are equal, and

$$
\eta=2\,\frac{2R}{\xi}=\left(\frac{8A}{\xi kT}\right)^{1/2}.
$$

The power is now $1/2$, as the numerical minimization for this density of states confirms. The exponent one quarter therefore belongs to a three-dimensional sample with a density of states that is nearly constant over the energies used. In the example the band is wide enough up to at least 190 K, but at low temperature the condition is met poorly, since the attraction $C/R$ equals $W$ near 10 K and is still half of it at 40 K. The change of the power towards one half is therefore spread over a wide range: it can begin at some tens of kelvin and is well advanced at 10 K, and 4 K, where $W$ falls to the gap, lies near the end of the crossover and not at its start. The numerical output below lists the values for this case.

## Table of computed values

```
localization length xi = 1.0 nm
density of states g = 0.010 1/(eV nm^3)
band half-width = 0.30 eV
relative permittivity = 12
site density = 0.0060 1/nm^3
mean site spacing = 5.50 nm
Mott coefficient 512/(9 pi) = 18.108
k T0 = 1810.8 eV
T0 = 2.1014e+07 K
T = 10 K: kT = 0.862 meV, R = 14.28 nm, W = 8.20 meV
   2R/xi = 28.56, W/kT = 9.52, eta = 38.07
T = 40 K: kT = 3.447 meV, R = 10.10 nm, W = 23.20 meV
   2R/xi = 20.19, W/kT = 6.73, eta = 26.92
T = 160 K: kT = 13.788 meV, R = 7.14 nm, W = 65.62 meV
   2R/xi = 14.28, W/kT = 4.76, eta = 19.04
40 K, R = 0.7 R_opt = 7.07 nm: W = 67.64 meV, eta = 33.76
40 K, R = 1.0 R_opt = 10.10 nm: W = 23.20 meV, eta = 26.92
40 K, R = 1.4 R_opt = 14.13 nm: W = 8.45 meV, eta = 30.72
resistivity ratio 40 K / 160 K = 2.658e+03
power of 1/T, numerical optimum, flat band = 0.25000
power of 1/T, numerical optimum, E^2 band = 0.50000
mean lowest energy, R = 14 nm: sampled 8.96 meV, formula 8.70 meV
single-hop coefficient 24/pi = 7.639
mean best single-hop exponent, 10 K: sampled 27.76, formula 27.81
mean best single-hop exponent, 160 K: sampled 13.86, formula 13.91
largest error of pair exponent = 0.69
percolation box side = 160 nm, samples = 6
percolation 10 K: eta = 38.22, coefficient = 18.4
percolation 20 K: eta = 32.35, coefficient = 18.9
percolation 40 K: eta = 26.79, coefficient = 17.8
percolation 80 K: eta = 22.65, coefficient = 18.1
percolation 160 K: eta = 18.87, coefficient = 17.5
power of 1/T, percolation = 0.255
Coulomb energy times distance C = 0.1200 eV nm
Coulomb gap estimate = 4.16 meV
W equals Coulomb gap at T = 4.0 K
eta*kT equals band half-width at T = 191 K
R equals site spacing at T = 453 K
```
